\section*{Damped oscillations and the valley ahead of a retracting film rim}

\section{The model and its steady frame}

\textbf{Q.} A retracting film edge gathers material into a rim. I would expect the rim to slope down smoothly to the flat film. What equation could say otherwise?

\textbf{A.} Take a straight edge, so that the thickness $h(x,t)$ depends on one coordinate, and let the intact film of thickness $h_0$ lie towards $+x$. Material moves by isotropic surface diffusion alone. With
\begin{equation}
\kappa=\frac{h_{xx}}{(1+h_x^2)^{3/2}},\qquad \mu=-\gamma\Omega\kappa ,
\end{equation}
a hilltop has $\kappa<0$ and a raised chemical potential $\mu$. Here $\gamma$ is the surface energy and $\Omega$ the atomic volume. Atoms drift down the gradient of $\mu$ along the arclength $s$. With $\Omega^{-2/3}$ mobile atoms per area and surface diffusivity $D_s$, the volume flux per unit width is
\begin{equation}
J=-\Omega\,\frac{D_s\Omega^{-2/3}}{k_BT}\,\partial_s\mu
 =B\,\partial_s\kappa,\qquad
B=\frac{D_s\gamma\Omega^{4/3}}{k_BT}.
\end{equation}
Volume conservation is $h_t=-\partial_xJ$.

Let the edge be at $X(t)$, with speed $V=\dot X>0$, and set $\xi=x-X(t)$. A profile that only translates is $h=H(\xi)$, so $h_t=-VH'$ and
\begin{equation}
VH'=J'\quad\Rightarrow\quad J=V(H-h_0).
\label{eq:flux}
\end{equation}
The integration constant follows from $J=0$ in the flat film.

\textbf{Q.} Put $H=0$ at the contact line. Your flux is $-Vh_0$, yet no material can pass through that line.

\textbf{A.} The objection is right: an edge with no flux through it cannot retract in a strictly steady way. The collected material makes the rim grow, and the speed falls. The steady equation can still describe the profile at each moment if the growth is slow. Let the profile have width $L(t)$ and height $a(t)$, so that $u=h-h_0=aF(\xi/L)$. At fixed $x$,
\begin{equation}
h_t=\dot aF-\frac{a\dot L}{L}\,\frac{\xi}{L}F'-\frac{Va}{L}F'.
\end{equation}
If $a$ grows in proportion to $L$, the first two terms are smaller than the third by a factor of order $\dot L/V$, provided $\xi/L$ is not large. Dropping them is the quasi-steady approximation. Its size will have to be calculated.

\section{Linearising ahead of the rim}

\textbf{Q.} The curvature is nonlinear. What exactly must be small?

\textbf{A.} The slope. Since $\partial_s=(1+u'^2)^{-1/2}\partial_\xi$, equation (\ref{eq:flux}) reads
\begin{align}
Vu&=\frac{B}{(1+u'^2)^{1/2}}\frac{d}{d\xi}
\left[\frac{u''}{(1+u'^2)^{3/2}}\right]\nonumber\\
&=B\left[\frac{u'''}{(1+u'^2)^2}-\frac{3u'u''^2}{(1+u'^2)^3}\right]\nonumber\\
&=B\left[u'''-2u'^2u'''-3u'u''^2+\dots\right].
\end{align}
The first corrections are cubic in the amplitude. To first order,
\begin{equation}
L^3u'''=u,\qquad L=\left(\frac BV\right)^{1/3}.
\label{eq:linear}
\end{equation}
The ratio $u/h_0$ need not be small, because the flux runs along the surface and does not depend on the thickness beneath it.

\textbf{Q.} A third-order equation also has a plain exponential solution. Why not use that one?

\textbf{A.} Insert $u=e^{z\xi/L}$:
\begin{equation}
z^3-1=(z-1)(z^2+z+1)=0,\qquad
z=1,\quad z=-\tfrac12\pm\tfrac{\sqrt3}{2}i .
\end{equation}
The plain exponential, $z=1$, grows into the film. Requiring $u\to0$ ahead removes it and leaves the complex pair. With $\eta=\xi/L$, the real solution is
\begin{equation}
u=A\,e^{-\eta/2}\cos\!\left(\tfrac{\sqrt3}{2}\eta+\varphi\right).
\label{eq:tail}
\end{equation}
At a given speed $V$, the rim sets $A$ and $\varphi$ but has no influence on the decay rate or the wavelength.

\textbf{Q.} Could the rim choose $\varphi$ so that the surface comes down to $h_0$ and stops there?

\textbf{A.} No. The remaining pair satisfies $L^2u''+Lu'+u=0$. Where the surface comes down through $u=0$, this gives $L^2u''=-Lu'$. If the slope there were zero, then $u$, $u'$ and $u''$ would all vanish, and the solution would be zero everywhere. The slope is therefore nonzero and carries the surface below $h_0$. The positive curvature then turns it back upwards, and a valley lies between this crossing and the next.

To locate the extrema, write $\beta=\sqrt3\eta/2+\varphi$ and differentiate:
\begin{align}
\frac{du}{d\eta}&=-Ae^{-\eta/2}\left(\tfrac12\cos\beta+\tfrac{\sqrt3}{2}\sin\beta\right)\nonumber\\
&=-Ae^{-\eta/2}\cos\!\left(\beta-\tfrac{\pi}{3}\right).
\end{align}
Its zeros are $\pi$ apart in $\beta$. From one to the next $\cos\beta$ changes sign but not magnitude, so
\begin{equation}
\Delta\xi=\frac{2\pi}{\sqrt3}L=3.628\,L,\qquad
\frac{u_{n+1}}{u_n}=-e^{-\pi/\sqrt3}=-0.163 .
\label{eq:ratio}
\end{equation}
Each extremum is about one sixth the size of the one before. The hill beyond the valley is therefore much fainter than the valley.

\textbf{Q.} Does an edge that advances over bare substrate also make a valley in the film behind it?

\textbf{A.} The steady equation gives no oscillation. For $V<0$, define $L=(B/|V|)^{1/3}$. Then $z^3=-1$, with roots $-1$ and $\tfrac12\pm\tfrac{\sqrt3}{2}i$. The one decaying root is real, so the linear tail is monotonic. This steady result does not settle the question for an edge with no flux through it. Such an edge advances only by thinning the film behind it, and by no more than $h_0$. The thinned region is therefore at least as wide as the distance advanced, so its growth is never slow and the quasi-steady approximation fails. That case needs the time-dependent equation.

\section{How deep the valley becomes}

\textbf{Q.} You have a ratio but no depth. What fixes $A$?

\textbf{A.} The contact line does. Let the contact angle $\theta$ be small, so that (\ref{eq:linear}) covers the whole rim. The conditions at $\xi=0$ are $u=-h_0$ and $u'=\theta$. Once the rim is much higher than $h_0$, the first is nearly $u=0$. Then $u=\theta Lf_0(\eta)$, with
\begin{equation}
f_0=\frac{2}{\sqrt3}e^{-\eta/2}\sin\frac{\sqrt3\eta}{2},\qquad
f_0(0)=0,\quad f_0'(0)=1 .
\end{equation}
The derivative vanishes where $\tan(\sqrt3\eta/2)=\sqrt3$, that is, at $\sqrt3\eta/2=\pi/3,\,4\pi/3,\dots$, where the sine is $\pm\sqrt3/2$. Hence
\begin{align}
u_{\rm peak}&=\theta L\,e^{-\pi/(3\sqrt3)}=0.546\,\theta L,\\
u_{\rm valley}&=-\theta L\,e^{-4\pi/(3\sqrt3)}=-0.0891\,\theta L .
\end{align}

The width follows from volume: the rim's excess area equals the film area swept up, $h_0X$. Since $f_0=f_0'''$ and $f_0''=-f_0'-f_0$,
\begin{equation}
\int_0^\infty f_0\,d\eta=-f_0''(0)=1
\quad\Rightarrow\quad \theta L^2=h_0X .
\label{eq:volume}
\end{equation}
With $V=B/L^3$ this gives
\begin{equation}
\frac{dX}{dt}=B\left(\frac{\theta}{h_0X}\right)^{3/2},\qquad
X^{5/2}=\frac52B\left(\frac{\theta}{h_0}\right)^{3/2}t,
\end{equation}
taking $X=0$ at $t=0$. Thus $X\propto t^{2/5}$ and $t=\tfrac25X/V$. Differentiating (\ref{eq:volume}) gives $2\theta L\dot L=h_0V$, so
\begin{equation}
\frac{\dot L}{V}=\frac{h_0}{2\theta L}.
\label{eq:slow}
\end{equation}
The approximation improves as the rim grows. The valley deepens as well, and at this order it reaches the substrate when $0.0891\,\theta L=h_0$. Then $L=11.2\,h_0/\theta$ and $X=\theta L^2/h_0=126\,h_0/\theta$.

\section{The price of unsteadiness}

\textbf{Q.} The valley is a small remainder of a large rim. A small error in the rim could spoil it.

\textbf{A.} That calls for the next order. Write $u=\theta Lf_0+h_0f_1(\eta)$ in the unsteady small-slope equation
\begin{equation}
\partial_tu|_\xi-Vu_\xi=-Bu_{\xi\xi\xi\xi}.
\end{equation}
The leading terms cancel because $f_0''''=f_0'$. By (\ref{eq:slow}), the leading time derivative is
\begin{equation}
\theta\dot L(f_0-\eta f_0')=\frac{Vh_0}{2L}(f_0-\eta f_0').
\end{equation}
Dividing the remaining terms by $Vh_0/L$ leaves
\begin{equation}
f_1''''-f_1'=-\tfrac12(f_0-\eta f_0').
\end{equation}
Integrate from $\eta$ to infinity. Integration by parts and $\int_\eta^\infty f_0\,d\eta'=-f_0''(\eta)$ give
\begin{equation}
f_1'''-f_1=-f_0''+\tfrac12\eta f_0,\qquad f_1(0)=-1,\quad f_1'(0)=0 .
\end{equation}
At the contact line $f_1'''(0)=-1-f_0''(0)=-1+1=0$, so the forbidden flux has gone.

For a particular solution, use $f_0'''=f_0$:
\begin{align}
(\eta f_0)'''-\eta f_0&=3f_0'',\\
(\eta^2f_0')'''-\eta^2f_0'&=6\eta f_0+6f_0''.
\end{align}
Taking $-\tfrac12$ of the first and $\tfrac1{12}$ of the second reproduces the right-hand side. Adding the decaying homogeneous solution that meets the edge conditions gives
\begin{equation}
f_1=-\frac{\eta f_0}{2}+\frac{\eta^2f_0'}{12}
-e^{-\eta/2}\left(\cos\frac{\sqrt3\eta}{2}+\frac{1}{\sqrt3}\sin\frac{\sqrt3\eta}{2}\right).
\end{equation}
At an extremum of $f_0$ a small shift in position changes the height only at second order, so $f_1$ can be evaluated at the old positions:
\begin{equation}
u_{\rm peak}=0.546\,\theta L-0.877\,h_0,\quad
u_{\rm valley}=-0.0891\,\theta L+0.305\,h_0 .
\label{eq:corrected}
\end{equation}

The three parts of $f_1$ integrate to $-\tfrac12$, $-\tfrac16$ and $-1$. These follow from $\int_0^\infty\eta f_0\,d\eta=f_0'(0)=1$, from $\int_0^\infty\eta^2f_0'\,d\eta=-2$, and from the homogeneous part having second derivative $1$ at the edge. The volume relation becomes $\theta L^2-\tfrac53h_0L=h_0X$.

\textbf{Q.} Is there evidence that does not assume a nearly steady shape?

\textbf{A.} The small-slope equation was solved in time with $h=0$, slope $\theta$ and zero flux at the moving contact line. The speed came out of the solution. The valley touched the substrate at $X=179\,h_0/\theta$, and this distance shifted by 0.03\% when the mesh and time step were both doubled. The leading estimate of 126 is 30\% lower than the computed distance. At touching, $L$ was $14.3\,h_0/\theta$, against 14.6 from (\ref{eq:corrected}) and 11.2 from the leading formula.

A later state tests the expansion more sharply. Continued mathematically past touching, where it no longer describes a film, the solution at $L=30.0\,h_0/\theta$ had a valley of $-2.39\,h_0$. The leading formula gives $-2.67\,h_0$ and the corrected one $-2.37\,h_0$. For the peak, the computed and corrected values are both $15.5\,h_0$, against $16.4\,h_0$ at leading order.

\textbf{Q.} Does the oscillating tail then continue to infinity?

\textbf{A.} Not in the form (\ref{eq:tail}). The term $\eta^2f_0'/12$ shifts the phase by an amount that grows with distance. Relative to $f_0$ it is of order $\eta^2h_0/(12\theta L)$, so the steady tail requires
\begin{equation}
\eta\ll\left(\frac{12\,\theta L}{h_0}\right)^{1/2}.
\end{equation}
At touching the right side is about 13. The computed valley lay at $\xi=67.5\,h_0/\theta$, or $\eta=4.7$, close to the leading position $8\pi/(3\sqrt3)=4.84$.

\section{Steep rims and a gold film}

\textbf{Q.} Metals on oxides can have contact angles above $90^\circ$. Then $h(x)$ is not even single-valued.

\textbf{A.} Use arclength and the tangent angle $\psi$. A translating surface has normal velocity $-V\sin\psi=-Vu_s$, and conservation makes this $-J_s$. Therefore $J=Vu$ still holds, and
\begin{equation}
u_s=\sin\psi,\qquad \psi_s=\kappa,\qquad \kappa_s=u/L^3 .
\end{equation}
For small $\psi$ these reduce to (\ref{eq:linear}). I solved them for $\theta=130^\circ$, with $u=0$ at the contact line as at leading order. The peak is $0.977L$, the valley depth $0.162L$ and the excess area $1.49L^2$. Far ahead, successive extrema have ratio $-0.163$ and spacing $3.627L$, in agreement with (\ref{eq:ratio}). The steep rim changes the amplitude and leaves the law of the tail intact.

\textbf{Q.} Give me nanometres.

\textbf{A.} Consider gold on silica at 900~K, with rough typical values $D_s=10^{-12}\,\mathrm{m^2/s}$, $\gamma=1.4\,\mathrm{J/m^2}$ and $\Omega=0.017\,\mathrm{nm^3}$. Then $B=4.92\times10^5\,\mathrm{nm^4/s}$. Choose $h_0=60$~nm and an edge speed of 0.03~nm/s:
\begin{align}
L&=\left(\frac{4.92\times10^5}{0.03}\right)^{1/3}\mathrm{nm}=254\ \mathrm{nm},\\
\Delta\xi&=3.628\times254\ \mathrm{nm}=922\ \mathrm{nm}.
\end{align}
At leading order the rim stands $0.977\times254=248$~nm above the film, and the valley is $0.162\times254=41$~nm deep. The edge has then retracted $X=1.489L^2/h_0\approx1.6\,\mu$m in $\tfrac25X/V\approx5.9$~h.

\textbf{Q.} And how much of that 41~nm should I believe?

\textbf{A.} A little over half. The small-slope correction removes $0.305\times60\approx18$~nm and leaves about 23~nm. At $130^\circ$ this is an estimate of size, since $f_1$ was derived for small angles. The growth ratio $\dot L/V$ is just 0.079, but the valley is so small a part of the rim that the correction is large relative to it. The rim height, the distance $X$ and the time are also leading-order values, and all three are too high. For the rim height, the small-slope estimate of the excess is $0.877\times60\approx53$~nm. For the distance, the small-angle correction $\tfrac53L$ should not be carried over to this steep rim. The spacing of 922~nm belongs to the steady tail. As the rim widens, a feature at distance $\xi$ moves at $V+\dot L\xi/L$. At $\xi=5L$ this is about $1.4V$, which shortens the local length scale by a factor $1.4^{-1/3}\approx0.9$. Near the valley the spacing is therefore roughly a tenth smaller.

\textbf{Q.} Real gold films have grains and facets.

\textbf{A.} Isotropy is the assumption they break most plainly. At fixed speed and diffusivity, a 30\% increase in surface stiffness lengthens $L$ by 9\%. That figure does not cover true facets or grain-boundary grooves, which need another model. The diffusivity is also uncertain: a tenfold change at fixed speed alters $L$ by $10^{1/3}\approx2.2$. The temperature is 0.67 of the melting temperature, so the film is solid.

Diffusion through the bulk of the film is not negligible for these numbers. Where the surface varies slowly compared with the thickness $h$, the bulk carries a flux $D_vh/(D_s\Omega^{1/3})$ times the surface flux. With a lattice diffusivity $D_v\approx7\times10^{-16}\,\mathrm{m^2/s}$ for gold at 900~K, this is about 0.16 at $h=60$~nm, which lengthens $L$ in the tail by about 5\%. It is several times larger in the thick rim. Because this flux depends on $h$, the freedom to let $u/h_0$ be large belongs to pure surface diffusion. Diffusion along the metal--oxide interface is also left out. Three further omissions are small. For a Hamaker constant of $4\times10^{-19}$~J, wetting forces are $2\times10^{-4}$ of capillarity at the original thickness, though they rise as $h^{-4}$ and matter near touching. An assumed stress of 10~MPa with a modulus of 80~GPa contributes $5\times10^{-4}$ of capillarity. This presumes that the thermal-mismatch stress has largely relaxed, since the ratio grows as the square of the stress and reaches about 5\% at 100~MPa. Even a vapour pressure of $10^{-7}$~Pa, well above that of gold at this temperature, would remove only about 0.2~nm by evaporation in the stated time. Variation along the edge is left out entirely, so the model cannot say whether a real valley opens evenly or breaks into separate holes.

\section*{Numbers as computed}
\begin{verbatim}
LINEAR TAIL
decay rate times L: 0.5
wavenumber times L: 0.866
extremum spacing / L: 3.628
successive extremum ratio: -0.163
advancing edge, sole decay root times L: -1
SMALL-ANGLE RIM
peak excess / (theta L): 0.5463
valley depth / (theta L): 0.08906
peak correction / h0: -0.8766
valley correction / h0: 0.3045
SIMULATION, valley touches substrate
retraction, units h0/theta: 179.1
leading estimate, units h0/theta: 126.1
L, units h0/theta: 14.26
L from corrected formula, units h0/theta: 14.65
time, units h0^4/(theta^4 B): 2.187e+05
peak excess / h0: 6.917
valley distance from edge, units h0/theta: 67.5
mesh and time-step shift of retraction: 0.03 %
SIMULATION, late mathematical continuation
L, units h0/theta: 30.02
volume-balance error, units h0^2/theta: -0.0052
peak u/h0: simulated 15.52, leading 16.4, corrected 15.52
valley u/h0: simulated -2.386, leading -2.673, corrected -2.369
excess area: simulated 849.7, leading 900.9, corrected 850.9
FULL CURVATURE
contact angle: 130 degrees
peak excess / L: 0.9765
valley depth / L: 0.1618
excess area / L^2: 1.489
far-tail extremum ratio: -0.163
far-tail spacing / L: 3.627
GOLD EXAMPLE, rough inputs
temperature: 900 K
surface diffusivity: 1e-12 m2/s
surface energy: 1.4 J/m2
atomic volume: 0.017 nm3
film thickness: 60 nm
edge speed: 0.03 nm/s
B: 4.92e+05 nm4/s
L: 254 nm
extremum spacing: 922 nm
rim excess, leading: 248 nm
valley depth, leading: 41.1 nm
unsteady depth reduction, small-slope estimate: 18 nm
retracted distance, leading: 1.6e+03 nm
time, leading: 5.9 h
NEGLECTED EFFECTS, rough sizes
rim growth rate / edge speed: 0.079
wetting force / capillarity: 0.00023
stress (10 MPa) / capillarity: 0.00045
L change for 30% stiffness change: 9.1 %
thickness evaporated: 0.23 nm
temperature / melting temperature: 0.67
\end{verbatim}
